# Second-order self-energy of a core orbital and its relation to ΔSCF, part 1

(Sections cited here and not found follow in the second part.)

## The form of the answer

Write the Hamiltonian as $H(\lambda)=H_0+\lambda W$, where $H_0$ holds the orbital energies $\varepsilon_p$ and $W$ the two-electron integrals, and expand the binding energy of an electron in orbital $c$ as $I_c=\sum_n\lambda^nI^{(n)}$. Multiplying $H$ by a positive number $s$ multiplies $I_c$ by $s$. Since $I^{(n)}$ is homogeneous of degree $n$ in the integrals, it is of degree $1-n$ in the orbital energies: $I^{(0)}$ is an orbital energy, and $I^{(2)}$ is a sum of products of two integrals over one energy denominator.

Adding a constant $u$ to every $\varepsilon_p$ adds $u\hat N$ to $H$. The eigenstates are unchanged and $I_c\to I_c-u$. The term $I^{(0)}=-\varepsilon_c$ carries this whole shift, so each denominator in $I^{(2)}$ is unchanged by it and holds as many orbital energies with a plus sign as with a minus sign.

A two-body operator moves at most two electrons, from filled to empty orbitals. Double moves $jk\to ab$ that do not involve $c$ have the same amplitude and denominator in the atom and the ion and should cancel in $I_c$. In the atom $c$ is filled and can be emptied, $cj\to ab$. In the ion $c$ is empty and can be filled, $jk\to ca$, or the missing field of the electron in $c$ can move another electron, $k\to a$. This leaves three structures,
$$\frac{|\langle cj\|ab\rangle|^2}{\varepsilon_c+\varepsilon_j-\varepsilon_a-\varepsilon_b},\qquad \frac{|\langle jk\|ca\rangle|^2}{\varepsilon_c+\varepsilon_a-\varepsilon_j-\varepsilon_k},\qquad \frac{|\langle ck\|ca\rangle|^2}{\varepsilon_a-\varepsilon_k},$$
and the third is the second with $j=c$. The cancellation, the signs and the weights are proved below.

## Conventions and assumptions

Rydberg atomic units are used, $e^2=2$, so $\langle pq|rs\rangle=\iint\varphi_p(1)\varphi_q(2)\,(2/r_{12})\,\varphi_r(1)\varphi_s(2)$ is in Ry, and $\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$ changes sign when $p,q$ or $r,s$ are exchanged. The operators $p^\dagger,p$ create and annihilate an electron in spin orbital $p$.

(A1) The basis is finite, the Hamiltonian is spin-free, and $|\Phi\rangle$ is a closed-shell Hartree–Fock determinant of real canonical spin orbitals. Indices $j,k$ run over its occupied set $S$, and $a,b$ over the virtual orbitals, with $\varepsilon_a>\varepsilon_k$ for all $a,k$.

(A2) With $v_{pq}=\sum_{j\in S}\langle pj\|qj\rangle$,
$$H_0=\sum_p\varepsilon_p\,p^\dagger p,\qquad W=\tfrac14\sum_{pqrs}\langle pq\|rs\rangle\,p^\dagger q^\dagger sr-\sum_{pq}v_{pq}\,p^\dagger q .$$
The one-electron Hamiltonian is the Fock operator minus $v$, so $H(1)$ is the physical Hamiltonian. The same $H(\lambda)$ acts on atom and ion, and "order" means the power of $\lambda$.

(A3) The core spin orbital $c$ has spin $\beta$ and partner $\bar c$ of spin $\alpha$. No other $(N-1)$-electron determinant with the same $S_z$ has the $H_0$ eigenvalue of $|\Phi_c\rangle=c|\Phi\rangle$. In particular the spatial core orbital is nondegenerate.

$I_c(\lambda)$ is the energy of the ionic eigenstate that tends to $|\Phi_c\rangle$ as $\lambda\to0$, minus the ground-state energy of the atom. The ΔSCF value is the energy expectation at the stationary $(N-1)$-electron determinant that tends to $|\Phi_c\rangle$, minus $\langle\Phi|H(\lambda)|\Phi\rangle$. In ΔUHF the two spins have independent spatial orbitals, and in ΔROHF they share them.

## Theorem

Define
$$\mathrm{ORX}=\sum_{k,a}\frac{|\langle ck\|ca\rangle|^2}{\varepsilon_a-\varepsilon_k},\qquad \mathrm{PRM}=\frac12\sum_{j,a,b}\frac{|\langle cj\|ab\rangle|^2}{\varepsilon_c+\varepsilon_j-\varepsilon_a-\varepsilon_b},$$
$$\mathrm{PRX}=\frac12\sum_{j,k\neq c}\sum_a\frac{|\langle jk\|ca\rangle|^2}{\varepsilon_c+\varepsilon_a-\varepsilon_j-\varepsilon_k}.$$
These are called the orbital relaxation, pair removal and pair relaxation terms. Under (A1)–(A3):

1. $\Sigma^{(2)}_{cc}(\varepsilon_c)=\mathrm{ORX}+\mathrm{PRM}+\mathrm{PRX}$ and $I_c=-\varepsilon_c-\lambda^2\Sigma^{(2)}_{cc}(\varepsilon_c)+O(\lambda^3)$.
2. $I_{\Delta\mathrm{UHF}}=-\varepsilon_c-\lambda^2\,\mathrm{ORX}+O(\lambda^3)$.
3. $I_{\Delta\mathrm{ROHF}}=-\varepsilon_c-\lambda^2\left(\mathrm{ORX}-\tfrac12 X\right)+O(\lambda^3)$, where $X=\sum_{k\ne c,\,a}(ca|kc)^2/(\varepsilon_a-\varepsilon_k)$ runs over spatial orbitals and equals the part of PRX in which $\bar c$ is one of the two holes.

The statement that ΔSCF contains ORX and omits PRM and PRX is therefore exact for the unrestricted method at second order. The restricted method lacks a piece of ORX, and both contain terms of third and higher order that $\Sigma^{(2)}$ does not.

## Lemma 1: matrix elements of $W$

Let $|D\rangle$ be a determinant with occupied set $T$. The Slater–Condon rules give
$$\langle D|W|D\rangle=-\sum_{i\in T}v_{ii}+\tfrac12\sum_{i,j\in T}\langle ij\|ij\rangle,$$
$$\langle D|\,i^\dagger x\,W|D\rangle=-v_{xi}+\sum_{j\in T}\langle xj\|ij\rangle,\qquad \langle D|\,i^\dagger j^\dagger yx\,W|D\rangle=\langle xy\|ij\rangle,$$
for $i,j\in T$ and $x,y\notin T$. Then (a) $\langle\Phi_c|W|\Phi_c\rangle=\langle\Phi|W|\Phi\rangle$; (b) single excitations of $\Phi$ have zero coupling; (c) the excitation $k\to a$ of $\Phi_c$ has coupling $-\langle ac\|kc\rangle$; (d) the excitation $k\to c$ of $\Phi_c$ has zero coupling.

*Proof.* (a) Removing $c$ from $T$ changes the first sum by $+v_{cc}$. In the double sum it removes the terms with $i=c$ and those with $j=c$, each set worth $\tfrac12\sum_j\langle cj\|cj\rangle=\tfrac12v_{cc}$, and the common term $\langle cc\|cc\rangle$ is zero by antisymmetry. The changes cancel. (b) For $T=S$ the sum equals $v_{xi}$. (c) For $T=S\setminus c$ the sum equals $v_{xk}-\langle xc\|kc\rangle$, which leaves $-\langle xc\|kc\rangle$. (d) For $x=c$ this is $-\langle cc\|kc\rangle=0$. $\square$

For real orbitals $\langle ac\|kc\rangle=\langle kc\|ac\rangle=\langle ck\|ca\rangle$, the last step by exchanging both pairs.

## Lemma 2: the binding energy through second order

$I^{(0)}=-\varepsilon_c$, $I^{(1)}=0$, $I^{(2)}=-(\mathrm{ORX}+\mathrm{PRM}+\mathrm{PRX})$.

*Proof.* The $H_0$ eigenvalues of $\Phi_c$ and $\Phi$ differ by $-\varepsilon_c$, and Lemma 1(a) gives $I^{(1)}=0$. By (A1) and (A3) nondegenerate Rayleigh–Schrödinger theory applies to both states, $E^{(2)}=\sum_{I}|W_{I0}|^2/(E^{(0)}_0-E^{(0)}_I)$. For the atom only doubles couple:
$$E^{(2)}_N=\sum_{j<k}e_{jk},\qquad e_{jk}=\sum_{a<b}\frac{|\langle jk\|ab\rangle|^2}{\varepsilon_j+\varepsilon_k-\varepsilon_a-\varepsilon_b}.$$
For the ion the filled set is $S\setminus c$ and the empty set is $c$ together with the virtual orbitals. There are four classes.

Singles $k\to a$ give $\sum_{k\neq c,a}|\langle ck\|ca\rangle|^2/(\varepsilon_k-\varepsilon_a)=-\mathrm{ORX}$. The restriction $k\ne c$ can be dropped because $\langle cc\|ca\rangle=0$.

Singles $k\to c$ give zero by Lemma 1(d).

Doubles $jk\to ca$ give $\sum_{j<k}\sum_a|\langle jk\|ca\rangle|^2/(\varepsilon_j+\varepsilon_k-\varepsilon_c-\varepsilon_a)$ with $j,k\neq c$. The summand is symmetric in $j,k$ and zero at $j=k$, so $\sum_{j<k}=\tfrac12\sum_{j,k}$, and reversing the denominator gives $-\mathrm{PRX}$.

Doubles $jk\to ab$ give the sum of $e_{jk}$ over pairs without $c$, which is $E^{(2)}_N-\sum_je_{cj}$. Writing $\sum_{a<b}=\tfrac12\sum_{a,b}$ shows $\sum_je_{cj}=\mathrm{PRM}$.

Hence $E^{(2)}_{N-1}=E^{(2)}_N-\mathrm{PRM}-\mathrm{ORX}-\mathrm{PRX}$. $\square$

*Remark.* The proof gives the terms their meaning. PRM is the sum of the MP2 pair energies lost with the electron. Its denominators are negative by (A1), so $\mathrm{PRM}\le0$ and it raises $I_c$. ORX is the response of the other orbitals to the missing field. Its denominators are positive, so $\mathrm{ORX}\ge0$ and it lowers $I_c$. $-\mathrm{PRX}$ is the change in the pair energies of the remaining pairs because $c$ has become available to them. If $c$ were the highest occupied orbital, the denominator $(\varepsilon_c-\varepsilon_j)+(\varepsilon_a-\varepsilon_k)$ would be positive and $\mathrm{PRX}\ge0$. For a core orbital it is negative whenever $\varepsilon_a<\varepsilon_j+\varepsilon_k-\varepsilon_c$, and PRX has no fixed sign.

## Lemma 3: the second-order self-energy

$$\Sigma^{(2)}_{cc}(E)=\frac12\sum_{j,a,b}\frac{|\langle cj\|ab\rangle|^2}{E+\varepsilon_j-\varepsilon_a-\varepsilon_b}+\frac12\sum_{j,k,a}\frac{|\langle jk\|ca\rangle|^2}{E+\varepsilon_a-\varepsilon_j-\varepsilon_k}.$$

*Proof.* In a finite basis
$$G_{cc}(E)=\sum_n\frac{|\langle n|c|\Psi_0\rangle|^2}{E-\omega_n}+\sum_m\frac{|\langle m|c^\dagger|\Psi_0\rangle|^2}{E-\omega_m},$$
with $\omega_n=E_0^N-E_n^{N-1}$ and $\omega_m=E^{N+1}_m-E^N_0$. The matrix $\Sigma$ is defined by $G^{-1}=E-\varepsilon-\Sigma$. The amplitudes are needed to first order. By Lemma 1(b) the first-order part of $\Psi_0$ holds only doubles, $jk\to ab$ with coefficient $\langle ab\|jk\rangle/(\varepsilon_j+\varepsilon_k-\varepsilon_a-\varepsilon_b)$.

One-hole and one-particle states. Take the state that grows from $q|\Phi\rangle$ and the amplitude $\langle n|p|\Psi_0\rangle$. An annihilator acting on a double gives a two-hole one-particle or a three-hole two-particle determinant, orthogonal to $q|\Phi\rangle$. The first-order part of $|n\rangle$ has no component on another one-hole determinant, by Lemma 1(d) applied to $q$. So the amplitude is $\delta_{pq}+O(\lambda^2)$. The mirror argument holds for $a^\dagger|\Phi\rangle$. With Lemma 1(a) and its mirror the poles do not move at first order, so $G^{(1)}=0$, $\Sigma^{(1)}=0$, and $G=G_0+G_0\Sigma G_0+\dots$ gives $\Sigma^{(2)}_{cc}=(E-\varepsilon_c)^2G^{(2)}_{cc}$. One-hole and one-particle states other than $\Phi_c$ have residues of order $\lambda^4$ in $G_{cc}$.

Two-hole one-particle states, holes $j<k$, particle $a$, pole $\omega=\varepsilon_j+\varepsilon_k-\varepsilon_a$. Acting on a double, $c$ gives three holes or zero, so the amplitude is the first-order component of $|n\rangle$ on $\Phi_c$, namely $W_{nc}/(E_n^{(0)}-E_c^{(0)})$ with $E_n^{(0)}-E_c^{(0)}=\varepsilon_c-\omega$. By Lemma 1, $|W_{nc}|=|\langle jk\|ca\rangle|$, both when $c$ is one of the holes and when it is not.

Two-particle one-hole states, particles $a<b$, hole $j$, pole $\omega=\varepsilon_a+\varepsilon_b-\varepsilon_j$. Since $c^\dagger|\Phi\rangle=0$, the amplitude comes from $c^\dagger$ acting on the double $cj\to ab$ and has magnitude $|\langle cj\|ab\rangle/(\varepsilon_c-\omega)|$.

Three-hole two-particle states. The amplitude has two parts: $c$ acting on the double $jk\to ab$ of $\Psi_0$, with the coefficient given above, and the first-order component of $|n\rangle$ on $\Phi_c$, which has the same integral over $\varepsilon_a+\varepsilon_b-\varepsilon_j-\varepsilon_k$. They cancel.

Each satellite $s$ thus has residue $\lambda^2x_s$ with $x_s=R_s/(\omega_s-\varepsilon_c)^2$, where $R_s$ is the squared integral. Mixing within a degenerate set of satellites is unitary and leaves the summed residue unchanged. Expanding the main pole, $Z/(E-\omega_c)$ with $Z=1+\lambda^2Z^{(2)}$ and $\omega_c=\varepsilon_c+\lambda^2\omega^{(2)}$,
$$\Sigma^{(2)}_{cc}(E)=\omega^{(2)}+Z^{(2)}(E-\varepsilon_c)+\sum_sx_s\frac{(E-\varepsilon_c)^2}{E-\omega_s}.$$
Writing $E-\varepsilon_c=(E-\omega_s)+(\omega_s-\varepsilon_c)$ and squaring,
$$\frac{(E-\varepsilon_c)^2}{E-\omega_s}=\frac{(\omega_s-\varepsilon_c)^2}{E-\omega_s}+(E-\varepsilon_c)+(\omega_s-\varepsilon_c).$$
The residues of $G_{cc}$ add up to $\langle c^\dagger c+cc^\dagger\rangle=1$, so $Z^{(2)}+\sum_sx_s=0$ and the terms linear in $E$ cancel. The constant is $\omega^{(2)}-\sum_sR_s/(\varepsilon_c-\omega_s)$. In this sum the two-particle satellites give PRM. The two-hole satellites, written as $\tfrac12\sum_{j,k}$, split into $j=c$, $k=c$, and neither. The first two sets are equal by antisymmetry, $\varepsilon_c$ cancels from their denominators, and together they give $2\cdot\tfrac12\sum_{ka}|\langle ck\|ca\rangle|^2/(\varepsilon_a-\varepsilon_k)=\mathrm{ORX}$. The third set is PRX. Since $\omega_c=-I_c$, Lemma 2 gives $\omega^{(2)}=\mathrm{ORX}+\mathrm{PRM}+\mathrm{PRX}$, the constant vanishes, and $\Sigma^{(2)}_{cc}=\sum_sR_s/(E-\omega_s)$. $\square$

Setting $E=\varepsilon_c$ proves part 1. Solving $\omega=\varepsilon_c+\lambda^2\Sigma^{(2)}_{cc}(\omega)$ self-consistently changes the root by $\lambda^4\Sigma^{(2)}\,d\Sigma^{(2)}/dE$ at leading order, beyond the order of the theorem. The split into three terms belongs to $E=\varepsilon_c$, since only there does the ORX denominator reduce to $\varepsilon_a-\varepsilon_k$.

## Lemma 4: the ΔSCF functional

Let $D$ be the density matrix of any determinant in the basis of the neutral orbitals, $D_0$ that of $\Phi$, $\Delta=D-D_0$, and $v[Y]_{pq}=\sum_{rs}\langle pr\|qs\rangle Y_{sr}$. Then, exactly,
$$E_\lambda[D]-E_\lambda[D_0]=\operatorname{tr}(\varepsilon\Delta)+\tfrac{\lambda}{2}\operatorname{tr}(\Delta\,v[\Delta]).$$

*Proof.* The one-body part of $H(\lambda)$ is $\varepsilon-\lambda v[D_0]$, so $E_\lambda[D]=\operatorname{tr}(\varepsilon D)-\lambda\operatorname{tr}(Dv[D_0])+\tfrac\lambda2\operatorname{tr}(Dv[D])$. The form $\operatorname{tr}(Yv[Y'])$ is bilinear and symmetric because $\langle pr\|qs\rangle=\langle rp\|sq\rangle$. Inserting $D=D_0+\Delta$, the second term changes by $-\lambda\operatorname{tr}(\Delta v[D_0])$ and the third by $+\lambda\operatorname{tr}(\Delta v[D_0])+\tfrac\lambda2\operatorname{tr}(\Delta v[\Delta])$. $\square$

For the frozen hole, $\Delta=-P_c$ with $P_c=|c\rangle\langle c|$, one has $v[P_c]_{pq}=\langle pc\|qc\rangle$ and $\operatorname{tr}(P_cv[P_c])=0$, which gives Koopmans' value $-\varepsilon_c$ at every $\lambda$.

Part 1 of the theorem is proved: through second order the binding energy is $-\varepsilon_c-\lambda^2(\mathrm{ORX}+\mathrm{PRM}+\mathrm{PRX})$, and Lemma 4 gives the exact energy functional for ΔSCF. It remains to prove parts 2 and 3, which say how much of this the unrestricted and restricted ΔSCF methods contain, and to examine the limits and a calcium example.
